Coupled s and d radial equations for a shallow acceptor

**Theorem.** Consider a hole near a fourfold valence-band maximum, bound to a singly charged acceptor. Count hole energy as positive into the band, so that a bound state has E < 0. Let J be the spin-3/2 matrices, k = −i∇, and let the Hamiltonian be

H = (ħ²/2m0)[(γ1 + 5γ̄/2)k² − 2γ̄(k·J)²] − e²/(4πε0εr).

Here γ1 and γ̄ are band parameters and ε is the static relative permittivity. Define

μ = 2γ̄/γ1, a* = εγ1a_B, R* = Ry/(ε²γ1),

where a_B is the Bohr radius and Ry the Rydberg energy, and assume 0 ≤ μ < 1. Let L be the orbital angular momentum of the envelope and F = L + J. Every even-parity eigenstate of H with F = 3/2 and a definite z component of F has the form

ψ = [f(r) + g(r)T(r̂)]χ/√(4π), T(n) = (n·J)² − 5/4,

with χ a constant normalized four-component spinor. With lengths in a* and energies in R*, the radial functions obey

−(f'' + 2f'/r) − 2f/r + μ(g'' + 5g'/r + 3g/r²) = Ef, (1)

−(g'' + 2g'/r − 6g/r²) − 2g/r + μ(f'' − f'/r) = Eg, (2)

and the normalization is ∫₀^∞(f² + g²)r²dr = 1.

The function f is the s part (L = 0) and g the d part (L = 2). Replacing T by −T in the definition of the d state changes g to −g and reverses both μ terms, without changing E. The equations are exact within this Hamiltonian. It leaves out cubic warping, the split-off band and the short-range potential of the impurity.

**Reduction of the Hamiltonian**

Since ħ²/(2m0a_B²) = Ry, the unit of kinetic energy becomes

γ1ħ²/(2m0a*²) = γ1Ry/(ε²γ1²) = R*.

Since e²/(4πε0a_B) = 2Ry, the Coulomb energy at distance a* is

2Ry/(ε·εγ1) = 2R*.

For k = k k̂ we have (k·J)² = k²[T(k̂) + 5/4]. The terms 5γ̄/2 cancel, leaving γ1k² − 2γ̄k²T(k̂). Division by γ1 gives

H = k² − μQ − 2/r, Q(k) = k²T(k̂). (3)

In Cartesian form, with repeated indices summed,

Q = k_i k_j S_ij, S_ij = ½(J_iJ_j + J_jJ_i) − (5/4)δ_ij.

The trace is S_ii = J² − 15/4 = 0, because J² = (3/2)(5/2) = 15/4.

**Lemma 1: the angular functions.** For every unit vector n, T(n)² = 1. The functions χ and T(r̂)χ are orthogonal over the sphere, have equal norms, and span the even-parity F = 3/2 space with the component of F fixed by χ.

**Proof.** The eigenvalues of n·J are ±3/2 and ±1/2. Their squares are 9/4 and 1/4, so T has eigenvalues +1 and −1, and T² = 1. By (3), T(k̂) = +1 gives the heavy-hole band (1 − μ)k², and T(k̂) = −1 the light-hole band (1 + μ)k². The condition μ < 1 keeps both positive.

The polynomial r²T(r̂) = S_ij x_i x_j has Laplacian 2S_ii = 0. It is a harmonic polynomial of degree two, so T(r̂)χ has L = 2. Its spherical average vanishes because r̂_i r̂_j averages to δ_ij/3 and S_ii = 0; this gives orthogonality to χ. The norms agree because T is Hermitian and

(Tχ)†(Tχ) = χ†T²χ = χ†χ.

Let a rotation R act on spinors through U. Then UT(n)U† = T(Rn), since J is a vector. A joint rotation of position and spin therefore turns T(r̂)χ into T(r̂)Uχ. This function transforms as χ does and so has F = 3/2, with the same component.

Finally, J = 3/2 can combine with L to give F = 3/2 only for L = 0, 1, 2, 3. Even parity leaves L = 0 and L = 2, and each occurs once. Thus no further radial function is needed. ∎

**Lemma 2: the action of Q.** For smooth radial functions away from the origin,

Q(fχ) = −(f'' − f'/r)T(r̂)χ, (4)

Q(gTχ) = −(g'' + 5g'/r + 3g/r²)χ. (5)

**Proof of (4).** Since k_i k_j = −∂_i∂_j, we need the second derivatives of f. The first derivative is ∂_j f = x_j f'/r. Differentiating again,

∂_i∂_j f = δ_ij f'/r + x_j ∂_i(f'/r)

= δ_ij f'/r + x_j(x_i/r)(f''/r − f'/r²)

= δ_ij f'/r + r̂_i r̂_j(f'' − f'/r).

Contraction with S_ij removes the first term, because the trace vanishes. The second becomes T(r̂)(f'' − f'/r), and the minus sign in k_i k_j gives (4).

**Proof of (5).** First we show that the result has no d part. Consider

∫exp(−ik·r) g(r)(r̂_i r̂_j − δ_ij/3)d³r.

It is a symmetric traceless tensor that depends on the vector k alone. It must equal G(k)(k̂_i k̂_j − δ_ij/3) for some scalar function G. Contraction with S_ij shows that the Fourier transform of g(r)T(r̂)χ is G(k)T(k̂)χ. Acting with Q in k space gives

k²T(k̂)G(k)T(k̂)χ = k²G(k)χ,

because T² = 1. This is a scalar function of k times χ, so in position space it is h(r)χ for some radial function h. The coupling of d to d through Q is therefore zero.

To find h, take any smooth real function f that vanishes near the origin and beyond some radius. Since Q is Hermitian, its matrix element between fχ and gTχ can be evaluated by letting it act on either side. Using (4) and T² = 1,

∫r²fh dr = −∫r²g(f'' − f'/r)dr.

The boundary terms vanish for this choice of f. Two integrations by parts in the first term, and one in the second, give

∫r²gf''dr = ∫(r²g)''f dr = ∫(r²g'' + 4rg' + 2g)f dr,

−∫rgf'dr = ∫(rg)'f dr = ∫(rg' + g)f dr.

The sum of the brackets is r²g'' + 5rg' + 3g. Since f is arbitrary, r²h equals minus this sum, which is (5). ∎

**Proof of the theorem.** The operator k² = −∇² acts on a function with angular momentum L as

−[d²/dr² + (2/r)d/dr − L(L+1)/r²].

The last term is absent for L = 0 and has L(L+1) = 6 for L = 2. Inserting ψ into (3), the term −μQ turns f into +μ(f'' − f'/r) in the d channel and g into +μ(g'' + 5g'/r + 3g/r²) in the s channel. The Coulomb term is diagonal. Equating the coefficients of χ and T(r̂)χ separately gives (1) and (2). The normalization follows from Lemma 1. ∎

The different derivative operators in the two coupling terms are consistent with a Hermitian H: they are adjoints of each other with the radial weight r². As a check of signs and factors, the Cartesian form of the kinetic energy was applied to

f = (1 + 0.3r)exp(−0.9r), g = r exp(−1.3r)

at r = 1.37, with μ = 0.7538. The largest difference from the radial formulas was 5.6×10⁻¹⁶ in reduced units, which is rounding error.

**Boundary conditions**

Near the origin the kinetic terms dominate. Put f = Ar^s and g = Br^s in those terms:

−s(s+1)A + μ(s+1)(s+3)B = 0,

μs(s−2)A − (s−2)(s+3)B = 0.

A nonzero solution requires a vanishing determinant:

s(s+1)(s−2)(s+3)(1 − μ²) = 0.

The exponents are 0, 2, −1 and −3. The last two give infinite kinetic energy at the origin and are rejected. For s = 0 the first equation gives B = 0, so g vanishes at the origin while f(0) may be finite.

The Coulomb term then fixes the initial slopes. Write f = f(0)(1 + αr) and g = f(0)βr, with corrections smaller than r. The terms proportional to 1/r in (1) and (2) must cancel:

−2α − 2 + 8μβ = 0,

4β − μα = 0.

In the second line, 4β comes from −(2β − 6β). Hence β = μα/4, and the first line becomes −2α(1 − μ²) = 2. Therefore

f'(0)/f(0) = −1/(1 − μ²), g'(0)/f(0) = −μ/[4(1 − μ²)]. (6)

The d part starts linearly, whereas a d function in a single-band Coulomb problem starts as r². The source is the cusp of f, which makes f'' − f'/r diverge as 1/r.

At large r, let a = f + g and b = f − g. To leading order the sum and difference of the radial equations are

−(1 − μ)a'' = Ea, −(1 + μ)b'' = Eb.

The decay constants are κ_h = √[−E/(1 − μ)] for a and κ_l = √[−E/(1 + μ)] for b. For μ > 0 the light-hole constant is smaller. If the light-hole amplitude is nonzero, b dominates and g/f tends to −1. This is the condition T(r̂) = −1: far from the ion the hole is light for motion along the radius.

The first correction follows from the 1/r terms. With g ≈ −f ≈ −b/2, the coupling terms in the sum contain μ(5g' − f')/r = −3μb'/r = 3μκ_l b/r. Using a'' ≈ κ_l²a and E = −(1 + μ)κ_l²,

−(1 − μ)κ_l²a + 3μκ_l b/r = −(1 + μ)κ_l²a,

so a = −3b/(2κ_l r). Since g/f = (a − b)/(a + b),

g/f ≈ −[1 + 3/(κ_l r)] for κ_l r ≫ 1. (7)

The magnitude of g/f approaches one from above.

**Bounds and the weak-coupling limit**

For μ = 0 the equations separate, and the s equation is that of hydrogen with ground energy −1. For 0 < μ < 1 the ground energy satisfies

−1/(1 − μ) < E < −1. (8)

The lower bound holds because the kinetic energy is at least (1 − μ)k², and the Hamiltonian (1 − μ)k² − 2/r has ground energy −1/(1 − μ). Equality would require a pure s function, but for such a function the mean kinetic energy is that of k², which is larger. The upper bound follows from the trial function f = 2exp(−r), g = 0, whose mean energy is −1. It is not an eigenfunction, since (2) then has a nonzero source, so the true energy is lower.

A better trial function shows how the coupling acts when μ is small. Keep f = 2exp(−r) and take g = 2cr exp(−r). For this g the d operator, measured from energy −1, gives

−(g'' + 2g'/r − 6g/r²) − 2g/r + g = 2c(2 + 4/r)exp(−r).

Its mean value is

4c²∫(2r³ + 4r²)exp(−2r)dr = 4c²(3/4 + 1) = 7c².

From f'' − f'/r = 2(1 + 1/r)exp(−r), the two equal coupling terms add to

8μc∫(r³ + r²)exp(−2r)dr = 8μc(3/8 + 1/4) = 5μc.

The norm of g is 4c²∫r⁴exp(−2r)dr = 3c². Choosing c = −5μ/14 minimizes 7c² + 5μc at −25μ²/28, and the variational principle gives

E ≤ −1 − (25μ²/28)/(1 + 75μ²/196). (9)

The coupling therefore deepens the level at order μ², and the negative c gives g the sign opposite to f. For μ = 0.25 the bound is −1.0545, while the radial equations give −1.0599. The trial d weight, 3c²/(1 + 3c²), is 0.023, against 0.0267 from the equations.

The solved ground energy is −1.2985 R* at μ = 0.50 and −2.1450 R* at μ = 0.75. The corresponding d weights are 0.1098 and 0.2590. As μ approaches one, the heavy mass diverges, and so do the slopes in (6) and the lower bound in (8). For μ > 1 one band turns downward, and this Hamiltonian no longer describes holes at a band maximum.

The virial theorem gives another check. If all lengths in a normalized state are divided by λ, its energy is λ²K − λW, where K is the mean kinetic energy and W = ⟨2/r⟩. For an eigenstate this is stationary at λ = 1. Hence W = 2K and

⟨2/r⟩ = −2E. (10)

**Remark on the spherical average**

The cubic Luttinger Hamiltonian has two anisotropy parameters, γ2 and γ3. Its coupling of the traceless tensor made from k to that made from J has five independent components: two diagonal ones with coefficient γ2 and three off-diagonal ones with coefficient γ3. Averaging this five-component coupling over rotations replaces each coefficient by the mean,

γ̄ = (2γ2 + 3γ3)/5. (11)

The remainder has no rotational scalar part. Two tensors of rank two can combine to ranks zero to four, and cubic symmetry admits only ranks zero and four in this range. The remainder is thus of rank four under joint rotations. Within F = 3/2, operators have rank at most three, so its first-order effect vanishes. Warping shifts the level from second order onward.

**Worked example: an acceptor in the germanium regime**

Take the rough values γ1 = 13, γ2 = 4, γ3 = 5.5 and ε = 16. Equation (11) gives γ̄ = (8 + 16.5)/5 = 4.9, so μ = 9.8/13 = 0.754. The masses are 1/(13 − 9.8) = 0.3125 m0 for heavy holes and 1/(13 + 9.8) = 0.0439 m0 for light holes. The units are a* = 11.01 nm and R* = 4.088 meV.

The radial equations give E = −2.172 R*, hence a binding energy

2.172 × 4.088 meV = 8.88 meV.

A three-dimensional diagonalization in Gaussian functions, which does not use the radial equations, gives −2.17198 R* against −2.17212 R*. The relative difference is about 6×10⁻⁵. Both methods give a d weight of 0.262. The Coulomb expectation is 4.344 R*, as (10) requires.

A hydrogenic estimate with the heavy mass alone would give 16.6 meV, and one with the light mass alone 2.33 meV. Neither replaces the coupled problem, because the Coulomb potential mixes heavy and light holes, which the kinetic energy alone would keep separate. The lowest odd-parity level of the same spherical model is bound by 3.81 meV, so the even level lies deeper.

The mean radius is 8.34 nm. The ratio g/f is −0.10 at 2 nm, −0.30 at 5 nm, −0.76 at 10 nm and −1.83 at 20 nm. The d part is thus small near the ion and exceeds the s part in the tail. Equation (7) predicts a magnitude above one, but its range is not yet reached at 20 nm: there κ_l r ≈ 2.0, and the formula would give about −2.5.

**The model beside real germanium.** The band parameters and permittivity are close to those usually assigned to germanium. Its common shallow acceptors have binding energies of roughly 11 to 12 meV, so the spherical result is somewhat low. Warping adds 0.48 meV. With warping retained, coupling to a split-off band at 300 meV adds another 0.36 meV, bringing the computed binding to 9.72 meV. These two corrections use orbital angular momenta up to L = 4 and are not fully converged: including L = 6 raises the computed binding to about 9.87 meV, and with L up to 10 the two corrections become 0.57 and 0.44 meV and the binding settles at about 9.89 meV. The assumption of full dielectric screening also fails near the ion. Using the bare Coulomb attraction inside 0.25 nm adds 1.46 meV in first order, but this number does not measure the true effect. At 0.25 nm the added attraction is about 5.4 eV, comparable to the confinement energy γ1ħ²/(2m0r²) of about 7.9 eV, so first-order perturbation theory fails. Solved in full within the spherical model, the same abrupt core would bind the hole by about 270 meV, which shallow acceptors do not show. This value depends sharply on the assumed radius: a core of 0.20 nm gives about 40 meV and one of 0.15 nm about 11 meV. The effective-mass model cannot be trusted at such short distances: real screening sets in gradually, and the short-range potential depends on the impurity species.

Temperature, electric field and doping limit the use of the isolated bound state in a transistor channel. The thermal energy is 25.9 meV at 300 K, nearly three times the binding energy, but 0.86 meV at 10 K, about one tenth of it. This comparison alone does not fix the ionized fraction, which also depends on the doping and the density of band states. At low doping, most acceptors can be ionized while the thermal energy is still well below the binding energy. The field scale is

8.88 meV/(e × 8.34 nm) = 10.6 kV/cm.

At this field the potential drop over the mean radius equals the binding energy, but the bound state fails earlier. Let C = e²/(4πε0ε) ≈ 90 meV nm. Along the field F the potential energy −C/r − eFr has its maximum at −2√(CeF). This barrier top falls to the unperturbed level at −8.88 meV when

F = (8.88 meV)²/(4eC) ≈ 2.2 kV/cm.

This estimate ignores the shift of the level by the field. Tunnelling can ionize the acceptor at still lower fields. For gate fields of a few kV/cm or more, the zero-field state is not a valid starting point. Overlap between acceptors is another limit. If the effective Bohr radius is taken as two thirds of the mean radius, as for a hydrogenic 1s state, the rough criterion p^(1/3)a_eff = 0.25 gives p ≈ 9×10¹⁶ cm⁻³. This is a rough scale for the merging of the bound states, not a limit below which neighbours can be ignored. At 10¹⁶ cm⁻³ the mean spacing p^(−1/3) is 46 nm, and an ionized neighbour at that distance contributes a Coulomb energy of 1.9 meV, about a fifth of the binding energy. If the two sites differ enough in energy to keep the hole on one of them, the neighbour at this distance mainly shifts the level and changes the wave function much less. Two equivalent sites would instead share the hole. The isolated-acceptor energy is accurate only when such shifts are negligible. Strain or confinement that splits the fourfold band edge also breaks the conservation of F, so the two-function form is no longer exact. Without a magnetic field, a uniaxial splitting also separates the fourfold acceptor level into two doublets. The two-function form is then an approximation, whose accuracy must be checked for the splitting at hand. The remaining values are in the numerical output.

Numbers as computed

```
gamma1, gamma2, gamma3 (rough)        : 13.0, 4.0, 5.5
relative permittivity (rough)         : 16.0
split-off energy (rough)              : 300 meV
gamma_bar                             : 4.900
mu                                    : 0.7538
heavy-hole mass                       : 0.3125 m0
light-hole mass                       : 0.0439 m0
length unit a*                        : 11.007 nm
energy unit R*                        : 4.0882 meV
Cartesian minus radial operator, max  : 5.6e-16 (reduced units)
initial slope f'(0)/f(0)              : -2.3163 per a*
initial slope g'(0)/f(0)              : -0.4365 per a*
mu = 0.00: E, d weight               : -1.0000 R*, 0.0000
mu = 0.25: E, d weight               : -1.0599 R*, 0.0267
mu = 0.50: E, d weight               : -1.2985 R*, 0.1098
mu = 0.75: E, d weight               : -2.1450 R*, 0.2590
ground energy E, radial equations     : -2.17212 R*
ground energy E, 3D Gaussians         : -2.17198 R*
lower bound -1/(1-mu)                 : -4.0625 R*
Coulomb expectation <2/r>             : 4.3442 R*
binding energy                        : 8.880 meV
hydrogenic binding, heavy mass only   : 16.609 meV
hydrogenic binding, light mass only   : 2.331 meV
d weight, radial equations            : 0.2619
d weight, 3D Gaussians                : 0.2619
mean radius                           : 8.340 nm
r =  2.0 nm: f, g                    : 0.12255, -0.01246 nm^-3/2
r =  5.0 nm: f, g                    : 0.06006, -0.01825 nm^-3/2
r = 10.0 nm: f, g                    : 0.01838, -0.01388 nm^-3/2
r = 20.0 nm: f, g                    : 0.00224, -0.00410 nm^-3/2
lowest odd-parity binding             : 3.807 meV
warping, first-order matrix, max      : 6.4e-14 R*
warping, added binding                : 0.4787 meV
split-off coupling, added binding     : 0.3584 meV
core radius for bare Coulomb (rough)  : 0.25 nm
unscreened core, added binding        : 1.461 meV
thermal energy at 300 K               : 25.85 meV
thermal energy at 10 K                : 0.862 meV
field scale binding/(e*mean radius)   : 10.65 kV/cm
acceptor density for overlap (rough)  : 9.1e+16 cm^-3
```
